# The Euler–Heisenberg Lagrangian by proper time, with charge renormalization

**Q.** Maxwell's Lagrangian is quadratic, so electromagnetic fields superpose. How can a vacuum without particles change that?

**A.** The electron field is present even when no electrons are. If we integrate it out in a prescribed classical field, what remains is a functional of that field alone. I take $\mathbf E$ and $\mathbf B$ constant; in practice they must vary little over the length $\hbar/mc$ and the time $\hbar/mc^2$. The pair-creation rate found at the end asks for more: in a weak electric field a pair forms over the longer length $mc^2/(eE)$ and time $mc/(eE)$, and the field must be steady over many of these, the more the weaker it is, because the rate depends exponentially on the field. For a pulse $E\,\mathrm{sech}^2(t/\tau)$ with $E=10^{17}$ V/m, the yield in modes without transverse momentum exceeds the constant-field estimate by a factor of about 3 at $\tau=3mc/(eE)$ and by about 12% at $\tau=10mc/(eE)$. I keep one electron loop and no photons inside it. The metric is $(+,-,-,-)$, $x^0=ct$, and

$$\Pi_\mu=i\hbar\partial_\mu-qA_\mu,\qquad q=-e,\qquad A^\mu=(\phi/c,\mathbf A).$$

The fermion action is $\int d^4x\,\bar\psi(\gamma^\mu\Pi_\mu-mc)\psi$. With $\Pi\!\!\!/=\gamma^\mu\Pi_\mu$, the Grassmann integral gives a determinant, normalized to zero field:

$$e^{iW/\hbar}=\frac{\mathrm{Det}(\Pi\!\!\!/-mc)}{\mathrm{Det}(p\!\!\!/-mc)},\qquad W=\int dt\,d^3x\,\mathcal L .$$

**Q.** That is the determinant of a first-order matrix operator. What makes it computable?

**A.** Squaring it. Since $\gamma_5\Pi\!\!\!/\gamma_5=-\Pi\!\!\!/$, the operators $\Pi\!\!\!/-mc$ and $-\Pi\!\!\!/-mc$ have the same determinant. Their product is $m^2c^2-\Pi\!\!\!/^2$, so

$$W=-\frac{i\hbar}{2}\,\mathrm{Tr}\left[\ln(m^2c^2-\Pi\!\!\!/^2-i0)-\ln(m^2c^2-p\!\!\!/^2-i0)\right].$$

For the square, write $\gamma^\mu\gamma^\nu=g^{\mu\nu}-i\sigma^{\mu\nu}$ with $\sigma^{\mu\nu}=\frac i2[\gamma^\mu,\gamma^\nu]$. The antisymmetric part needs $[\Pi_\mu,\Pi_\nu]=-i\hbar qF_{\mu\nu}$, hence

$$\Pi\!\!\!/^2=\Pi^2-\frac i2\sigma^{\mu\nu}[\Pi_\mu,\Pi_\nu]=\Pi^2-\frac{q\hbar}{2}\sigma^{\mu\nu}F_{\mu\nu}.$$

With $F_{0i}=E_i/c$ and $F_{ij}=-\epsilon_{ijk}B_k$, one has $\frac12\sigma^{\mu\nu}F_{\mu\nu}=-\boldsymbol\Sigma\cdot\mathbf B+i\boldsymbol\alpha\cdot\mathbf E/c$.

For operators $X,X_0$ with a small negative imaginary part, $\ln X-\ln X_0=-\int_0^\infty\frac{ds}{s}(e^{-isX}-e^{-isX_0})$. The parameter $s$ is the proper time; here it has the unit of inverse momentum squared. Because $d^4x=c\,dt\,d^3x$,

$$\mathcal L=\frac{i\hbar c}{2}\int_0^\infty\frac{ds}{s}e^{-ism^2c^2}\,\mathrm{tr}\,\langle x|e^{is\Pi\!\!\!/^2}-e^{isp\!\!\!/^2}|x\rangle .$$

**Q.** With arbitrary $\mathbf E$ and $\mathbf B$ the terms in $\Pi^2$ do not commute.

**A.** $\mathcal L$ is a Lorentz scalar, so I may choose the frame. Boost with $\mathbf v$ along $\mathbf E\times\mathbf B$. The new fields are proportional to $\mathbf E+\mathbf v\times\mathbf B$ and $\mathbf B-\mathbf v\times\mathbf E/c^2$. Their cross product is

$$(1+v^2/c^2)\,\mathbf E\times\mathbf B-\mathbf v\,(E^2/c^2+B^2).$$

It vanishes if

$$\frac{v/c}{1+v^2/c^2}=\frac{c|\mathbf E\times\mathbf B|}{E^2+c^2B^2}.$$

A solution with $v<c$ exists when the right side is below $\frac12$. The identity

$$(E^2+c^2B^2)^2-4c^2|\mathbf E\times\mathbf B|^2=(E^2-c^2B^2)^2+4c^2(\mathbf E\cdot\mathbf B)^2$$

shows that this fails when both invariants vanish, and in no other case. That null case follows by continuity in the invariants.

Now let both fields lie along $z$. The $(x,y)$ part of $\Pi^2$ commutes with the $(t,z)$ part. Let $\sigma$ and $\chi$ be the eigenvalues of $\Sigma_z$ and $\gamma_5$. Since $\alpha_z=\gamma_5\Sigma_z$, its eigenvalue is $\lambda=\chi\sigma$, and $(\sigma,\lambda)$ runs through all four sign pairs. The spin trace factorizes:

$$\sum_{\sigma,\lambda}e^{isq\hbar(\sigma B-i\lambda E/c)}=4\cos(e\hbar Bs)\cosh(e\hbar Es/c).$$

**Q.** Do the magnetic part first, and fix the normalization against the free case.

**A.** The free transverse kernel is

$$\int\frac{d^2p}{(2\pi\hbar)^2}e^{-isp^2}=\frac{1}{4\pi i\hbar^2s}.$$

In the field, $\Pi_x^2+\Pi_y^2$ has eigenvalues $e\hbar B(2n+1)$. In the gauge $A_y=Bx$ the orbit centre is $p_y/(qB)$, so the $p_y$ states spaced by $2\pi\hbar/L_y$ give $eB/(2\pi\hbar)$ states per area and level. With $X=e\hbar Bs$, and $s$ slightly below the real axis so that the sum converges,

$$\frac{eB}{2\pi\hbar}\sum_{n=0}^\infty e^{-i(2n+1)X}=\frac{eB}{4\pi i\hbar\sin X}=\frac{1}{4\pi i\hbar^2s}\,\frac{X}{\sin X}.$$

With the spin cosine, the field multiplies the free result by $X\cot X$.

**Q.** For the electric part I expect you to say "replace $B$ by $iE/c$". The potential is unbounded below and has no discrete levels.

**A.** Then let us compute it directly. Take $\phi=-Ez$ and $\kappa=eE/c$. Then $\Pi_0=p_0-\kappa z$, so at fixed $p_0$ the operator is $\kappa^2z^2-p_z^2$ with $z$ measured from $p_0/\kappa$. Its kernel must obey

$$\partial_sK=i(\kappa^2z^2+\hbar^2\partial_z^2)K.$$

With $\theta=2\kappa\hbar s$, the solution is

$$K=\sqrt{\frac{\kappa}{2\pi i\hbar\sinh\theta}}\;e^{i\Phi},\quad \Phi=\frac{\kappa}{2\hbar\sinh\theta}\left[(z^2+z'^2)\cosh\theta-2zz'\right].$$

To check it, note $\partial_z\Phi=\kappa(z\cosh\theta-z')/(\hbar\sinh\theta)$ and $\partial_z^2\Phi=(\kappa/\hbar)\coth\theta$. The right side divided by $K$ is

$$i\kappa^2\left[z^2-\frac{(z\cosh\theta-z')^2}{\sinh^2\theta}\right]-\kappa\hbar\coth\theta=i\kappa^2\,\frac{2zz'\cosh\theta-z^2-z'^2}{\sinh^2\theta}-\kappa\hbar\coth\theta .$$

On the left, the root gives $-\kappa\hbar\coth\theta$ and $i\partial_s\Phi$ gives the other term. As $s\to0$, $K$ becomes the free kernel, which tends to $\delta(z-z')$.

At $z=z'$, with $Y=\kappa\hbar s$, the phase is $\kappa z^2\tanh Y/\hbar$. Restoring the shift and integrating over frequency gives

$$\sqrt{\frac{\kappa}{2\pi i\hbar\sinh2Y}}\int\frac{dp_0}{2\pi\hbar}\,e^{i(p_0-\kappa z)^2\tanh Y/(\kappa\hbar)}
=\frac{1}{2\pi\hbar}\sqrt{\frac{\kappa^2}{2\sinh2Y\tanh Y}}=\frac{\kappa}{4\pi\hbar\sinh Y}.$$

The last step uses $\sinh2Y\tanh Y=2\sinh^2Y$. The free value is $1/(4\pi\hbar^2s)$, so the orbital factor is $Y/\sinh Y$. With the spin factor it becomes $Y\coth Y$. The replacement you distrusted gives the same answer, now without assuming it.

**Q.** Assemble the pieces, and say where the contour runs.

**A.** The free kernels multiply to $-i/(16\pi^2\hbar^4s^2)$ for each of four components. Therefore

$$\mathcal L=\frac{c}{8\pi^2\hbar^3}\int_0^\infty\frac{ds}{s^3}e^{-ism^2c^2}\left[X\cot X\;Y\coth Y-1\right].$$

Define $E_c=m^2c^3/(e\hbar)$, $B_c=E_c/c$, $a=E/E_c$, $b=B/B_c$ and $u=ism^2c^2$. Then $X=-ibu$ and $Y=-iau$, so $X\cot X=bu\coth bu$ and $Y\coth Y=au\cot au$. Also $ds/s^3=-m^4c^4\,du/u^3$. With $D=m^4c^5/\hbar^3$,

$$\mathcal L=-\frac{D}{8\pi^2}\int_0^\infty\frac{du}{u^3}e^{-u}\left[au\cot(au)\,bu\coth(bu)-1\right].$$

Real $s$, displaced slightly downward, is a line just to the right of the positive imaginary $u$ axis. The poles of $\coth bu$ lie on the imaginary axis and those of $\cot au$ on the real axis. Away from $u=0$ the contour can therefore be turned through the open quadrant until it runs just above the positive real axis. At $u=0$ the integrand still has a $1/u$ term proportional to $b^2-a^2$, and a small arc around the origin would add a constant multiple of it. That term has the form of Maxwell's Lagrangian and is treated separately below, with its cutoff placed on the real $u$ axis; for the rest of the integrand the arc contributes nothing.

In a general frame, $a$ and $b$ are the non-negative solutions of

$$a^2-b^2=\frac{E^2-c^2B^2}{E_c^2},\qquad ab=\frac{c|\mathbf E\cdot\mathbf B|}{E_c^2}.$$

**Q.** The overall sign and the $8\pi^2$ went through several factors of $i$. Is there a check that avoids them?

**A.** Take $E=0$ and add the energies of the filled Dirac sea. For this check set $\hbar=c=1$, $M=m^2$, and let $\beta=eB$. The sea energy is negative and $\mathcal L$ is minus the energy density, so formally

$$\mathcal L=\frac{\beta}{2\pi}\sum_n g_n\int\frac{dp}{2\pi}\sqrt{M+p^2+2n\beta},\qquad g_0=1,\quad g_{n\ge1}=2.$$

Three derivatives with respect to $M$ make this converge. They turn the root into $\frac38(\ldots)^{-5/2}$, and $\int dp\,(p^2+A)^{-5/2}=4/(3A^2)$. Hence

$$\frac{\partial^3\mathcal L}{\partial M^3}=\frac{\beta}{8\pi^2}\sum_n\frac{g_n}{(M+2n\beta)^2}.$$

In the proper-time formula, with $\tau=u/M$, three derivatives bring down $-\tau^3$ and leave $\frac{1}{8\pi^2}\int d\tau\,e^{-M\tau}\beta\tau\coth\beta\tau$ before the zero-field subtraction. Since $\coth\beta\tau=\sum_ng_ne^{-2n\beta\tau}$, the two expressions agree term by term. The sign and prefactor are confirmed.

**Q.** But the integral diverges at small $u$ even after subtracting the free vacuum.

**A.** Expand to see what diverges. Dividing the series for $x\cosh x$ by that for $\sinh x$ gives

$$x\coth x=1+\frac{x^2}{3}-\frac{x^4}{45}+\frac{2x^6}{945}+\cdots,$$

and $x\to ix$ gives $x\cot x=1-x^2/3-x^4/45-2x^6/945-\cdots$. The product minus one begins

$$\frac{b^2-a^2}{3}u^2-\left(\frac{a^4+b^4}{45}+\frac{a^2b^2}{9}\right)u^4+\cdots.$$

The first term leaves $\int du\,e^{-u}/u$, which diverges logarithmically. The next leaves $\int du\,u\,e^{-u}$, which is finite, and higher powers are finite too.

**Q.** Dropping the infinite term would be convenient. What entitles you to do it?

**A.** It is not dropped. It has the form of Maxwell's Lagrangian, so it changes what we call the charge and the field. Start from bare quantities $e_0,\mathbf E_0,\mathbf B_0$, and cut the integral at $u_0=m^2c^2/\Lambda^2$, with $\Lambda$ a momentum. The loop depends on the products $e_0\mathbf E_0$ and $e_0\mathbf B_0$. Its quadratic part is

$$\mathcal L_2=\frac{D}{24\pi^2}(a^2-b^2)E_1(u_0),\qquad E_1(u_0)=\int_{u_0}^\infty\frac{du}{u}e^{-u}.$$

From the definitions, $D/E_c^2=e^2/(\hbar c)=4\pi\varepsilon_0\alpha$. In bare quantities this gives

$$\mathcal L_2=\frac{\alpha_0}{3\pi}E_1(u_0)\;\frac{\varepsilon_0}{2}(E_0^2-c^2B_0^2).$$

Adding the bare Maxwell term multiplies it by

$$Z_3^{-1}=1+\frac{\alpha_0}{3\pi}E_1(u_0).$$

Now set $\mathbf E=\mathbf E_0/\sqrt{Z_3}$, $\mathbf B=\mathbf B_0/\sqrt{Z_3}$ and $e=\sqrt{Z_3}\,e_0$. The quadratic Lagrangian becomes $\frac{\varepsilon_0}{2}(E^2-c^2B^2)$. The products $e\mathbf E$ and $e\mathbf B$ are unchanged, so $a$, $b$ and the finite terms keep their form. Since $\alpha=Z_3\alpha_0$,

$$\frac1\alpha=\frac1{\alpha_0}+\frac{E_1(u_0)}{3\pi}.$$

The measured charge is smaller than the bare one: the vacuum screens it. For small $u_0$, $E_1(u_0)\approx\ln(\Lambda^2/m^2c^2)-\gamma_{\rm E}$, with $\gamma_{\rm E}$ Euler's constant. The constant beside the logarithm depends on how the cutoff is imposed.

For $\Lambda=1000\,mc$, $E_1=13.238$. Then $1/\alpha_0=137.036-13.238/(3\pi)=135.631$ and $Z_3=0.98975$. At this cutoff the change in $\alpha$ is about one percent.

**Q.** What remains at lowest order after this redefinition?

**A.** The $u^4$ term. Because $a^4+b^4+5a^2b^2=(a^2-b^2)^2+7a^2b^2$ and $\int_0^\infty u\,e^{-u}du=1$,

$$\mathcal L_4=\frac{D}{360\pi^2}\left[(a^2-b^2)^2+7a^2b^2\right].$$

Now use $D/E_c^4=(4\pi\varepsilon_0\alpha)^2/D=16\pi^2\varepsilon_0^2\alpha^2\hbar^3/(m^4c^5)$ and insert the invariants:

$$\boxed{\mathcal L_4=\frac{2\alpha^2\varepsilon_0^2\hbar^3}{45m^4c^5}\left[(E^2-c^2B^2)^2+7c^2(\mathbf E\cdot\mathbf B)^2\right]}$$

For $\hbar=c=\varepsilon_0=1$ this is

$$\frac{2\alpha^2}{45m^4}\left[(E^2-B^2)^2+7(\mathbf E\cdot\mathbf B)^2\right],\qquad \alpha=\frac{e^2}{4\pi}.$$

The 7 comes from the cross term: the product of the two quadratic terms gives $5a^2b^2$, and completing the square adds 2.

This was tested numerically for non-parallel fields, with $a$ and $b$ taken from the eigenvalues of the field tensor. The ratio of the renormalized integral to the quartic formula, extrapolated to zero field, is $1.000000$ to six decimals.

**Q.** Does a single plane wave then modify its own propagation?

**A.** Not in this constant-field approximation. A plane wave has $E=cB$ and $\mathbf E\cdot\mathbf B=0$, so $a=b=0$ and the whole one-loop density vanishes. Its first variation at a pure plane wave, $\delta\mathcal L_4$, vanishes as well, because $\mathcal L_4$ is quadratic in the two invariants. Superposing another field generally makes the invariants nonzero, and then the waves interact.

**Q.** How weak must a field be? Give me numbers, including the error.

**A.** Critical fields set the scale: $E_c=1.323\times10^{18}$ V/m and $B_c=4.414\times10^9$ T. Take parallel fields $E=10^{17}$ V/m and $B=5\times10^8$ T. Then $a=0.07557$ and $b=0.11328$, so

$$(a^2-b^2)^2+7a^2b^2=5.07\times10^{-5}+5.129\times10^{-4}=5.636\times10^{-4}.$$

With $D=1.4218\times10^{24}$ J/m³, division by $360\pi^2$ gives $\mathcal L_4=2.255\times10^{17}$ J/m³. The Maxwell density is $-5.520\times10^{22}$ J/m³, so the correction is $4.09\times10^{-6}$ of its magnitude.

For the error made by truncating the one-loop series, take the next term. The $u^6$ coefficient is

$$\frac{2(b^6-a^6)}{945}+\frac{a^2b^2(b^2-a^2)}{135}
=\frac{(b^2-a^2)(2a^4+9a^2b^2+2b^4)}{945}.$$

Multiplying by $-D/8\pi^2$ and $\int u^3e^{-u}du=6$ gives

$$\mathcal L_6=\frac{D}{1260\pi^2}(a^2-b^2)(2a^4+9a^2b^2+2b^4).$$

Here it is $-8.58\times10^{14}$ J/m³, negative because $b>a$. The complete renormalized integral has real part $2.2471\times10^{17}$ J/m³. Relative to that, $\mathcal L_4$ is $0.37\%$ too large, and $\mathcal L_4+\mathcal L_6$ is $0.012\%$ too small. These are truncation errors within the one-loop model. Photons inside the loop, left out from the start, change the coefficients by a relative amount of order $\alpha$, roughly one percent, so the finer digits serve only this comparison.

For a purely magnetic field, $\varepsilon_0E_c^2=D/(4\pi\alpha)$ gives

$$\frac{\mathcal L_4}{|\mathcal L_{\rm Maxwell}|}=\frac{Db^4/(360\pi^2)}{Db^2/(8\pi\alpha)}=\frac{\alpha b^2}{45\pi}.$$

At 10 T, $b=2.27\times10^{-9}$ and the ratio is $2.65\times10^{-22}$. In such a field Maxwell's theory is an excellent approximation to this model.

**Q.** If I keep adding terms, do I recover the full integral?

**A.** No. The expansion $x\coth x=1+2\sum_{n\ge1}x^2/(x^2+n^2\pi^2)$ shows that the coefficient of $x^{2k}$ has magnitude $2\zeta(2k)/\pi^{2k}$. For $k\ge2$ the integral over $u$ multiplies it by $(2k-3)!$. The factorial eventually wins at any nonzero $b$, so even the purely magnetic series is asymptotic.

With an electric field something else is missing. Each term of the series is real, but the contour passes above the poles $u_n=n\pi/a$. Near one of them $\cot au\approx1/[a(u-u_n)]$, so the residue of the integrand is

$$\frac{ab}{n\pi}\coth\left(\frac{n\pi b}{a}\right)e^{-n\pi/a}.$$

A half-turn above the pole contributes $-i\pi$ times this. Multiplication by $-D/8\pi^2$ gives

$$\mathrm{Im}\,\mathcal L=\frac{Dab}{8\pi^2}\sum_{n=1}^\infty\frac1n\coth\left(\frac{n\pi b}{a}\right)e^{-n\pi/a}.$$

For $b\to0$ it becomes $\frac{Da^2}{8\pi^3}\sum_n e^{-n\pi/a}/n^2$. The factor $e^{-\pi/a}$ has no nonzero Taylor coefficients as $a\to0^+$, which is why the weak-field series misses it.

**Q.** A complex Lagrangian looks like a mistake. What does the imaginary part measure?

**A.** Loss of the vacuum. Its survival probability is $|e^{iW/\hbar}|^2=e^{-2\,\mathrm{Im}W/\hbar}$, so $2\,\mathrm{Im}\,\mathcal L/\hbar$ is the decay rate per volume in the exponent. It can be found from pair creation. Landau level $n$ has squared effective mass $1+2nb$ in units of $m^2$, and its pair probability is $P_n=e^{-\pi(1+2nb)/a}$. Each mode stays empty with probability $1-P_n$. Counting $eB/(2\pi\hbar)$ modes per area and $eE/(2\pi\hbar)$ per length and time gives

$$2\,\mathrm{Im}\,\mathcal L=-\frac{Dab}{4\pi^2}\sum_{n=0}^\infty g_n\ln(1-P_n).$$

Expanding the logarithm and using $\sum_ng_ne^{-2\pi nkb/a}=\coth(\pi kb/a)$ reproduces the pole sum.

A test at $a=1$, $b=0.5$ obtained the probabilities by integrating the time-dependent Dirac modes numerically. They give $\mathrm{Im}\,\mathcal L/D=3.045\times10^{-4}$, in agreement with the proper-time integral. In the weaker example above, the pole sum gives $1.4\times10^2$ J/m³, far below the real correction of order $10^{17}$ J/m³. The quartic Lagrangian is then a good description of the real response, but it cannot describe pair creation.

## Table of computed values

```
Critical electric field E_c = 1.32329e+18 V/m
Critical magnetic field B_c = 4.41401e+09 T
Density unit D = m^4 c^5/hbar^3 = 1.42178e+24 J/m^3
Quartic SI prefactor = 1.30501e-52 J m^-3 (V/m)^-4
Example E = 1.000e+17 V/m, B = 5.000e+08 T (parallel)
Example a = E/E_c = 0.075569, b = B/B_c = 0.113276
Maxwell density = -5.520090e+22 J/m^3
Quartic density L4 = 2.255445e+17 J/m^3
Sixth-order density L6 = -8.580742e+14 J/m^3
L4 + L6 = 2.246865e+17 J/m^3
Complete renormalized one-loop density (real part) = 2.247144e+17 J/m^3
Relative error of L4 alone = 3.694e-03
Relative error of L4 + L6 = -1.242e-04
L4 / |Maxwell density| = 4.0859e-06
Example imaginary part (pole sum) = 1.360e+02 J/m^3
Laboratory field B = 10.0 T, b = 2.2655e-09
Laboratory Maxwell density = -3.97887e+07 J/m^3
Laboratory quartic density = 1.05414e-14 J/m^3
Laboratory L4 / |Maxwell density| = 2.6493e-22
Cutoff Lambda/(m c) = 1000, E1(u0) = 13.23830
1/alpha = 137.03600, 1/alpha0 = 135.63137, Z3 = 0.989750
General-frame ratio integral/quartic, scale 0.04: 0.9999923
General-frame ratio integral/quartic, scale 0.02: 0.9999979
General-frame ratio extrapolated to zero field: 0.9999998
Sea-sum log coefficient times 24 pi^2 = 0.9999997
Sea-sum quartic coefficient times 360 pi^2 = 0.99943
Strong-field test: a = 1.0, b = 0.5
Pair probability, lowest Landau level, from modes = 0.043226
exp(-pi/a) for the same level = 0.043214
Im L / D from modes = 3.045291e-04
Im L / D from proper-time integral = 3.044861e-04
Im L / D from pole sum = 3.044861e-04
```
